# Soft-mode energy of the paraelectric transverse-field Ising model, part 1

(Sections cited here and not found follow in the second part.)

## The soft mode in mean field

A two-state dipole that tunnels with amplitude $\Omega=10$ meV has two levels 20 meV apart, whatever the temperature. Couple such dipoles in a crystal, with a total coupling $J=13.5$ meV from all neighbours of a dipole, and mean-field theory gives a collective oscillation of energy 14.2 meV at 300 K, 7.04 meV at 150 K and 2.43 meV at 125 K. At 121.9 K the energy reaches zero. Neither $\Omega$ nor $J$ has been changed with temperature, so the softening must come from the thermal state of the dipoles.

The model gives each site $i$ a charge that can sit in one of two equivalent positions. The Pauli operator $\sigma_{zi}$ has the value $+1$ for one position and $-1$ for the other, so the dipole moment is $\mu\sigma_{zi}$. The operator $\sigma_{xi}$ exchanges the positions and describes tunnelling. The Hamiltonian is

$$H=-\Omega\sum_i\sigma_{xi}-\frac12\sum_{i,j}J_{ij}\,\sigma_{zi}\sigma_{zj},\qquad J_{ij}=J_{ji},\quad J_{ii}=0 .$$

The double sum meets every pair twice, and the factor $\tfrac12$ corrects for this. One isolated dipole has the energies $-\Omega$ and $+\Omega$, the eigenvalues of $-\Omega\sigma_x$, hence the splitting $2\Omega$. All sites are equivalent, and $J_{ij}$ depends on the separation alone. Its lattice Fourier sum is

$$J_q=\sum_j J_{ij}\,e^{i\mathbf q\cdot(\mathbf R_j-\mathbf R_i)},\qquad J\equiv J_{q=0}=\sum_jJ_{ij}.$$

The symmetry $J_{ij}=J_{ji}$ makes $J_q$ real. I assume that $J$ is the largest of the $J_q$ and positive; this is the ferroelectric case, in which parallel dipoles are favoured most.

The motion follows from $\hbar\,dA/dt=i[H,A]$ and the commutators

$$[\sigma_x,\sigma_y]=2i\sigma_z,\quad[\sigma_y,\sigma_z]=2i\sigma_x,\quad[\sigma_z,\sigma_x]=2i\sigma_y .$$

Operators on different sites commute. The part of $H$ that contains site $i$ is therefore $-\Omega\sigma_{xi}-F_i\sigma_{zi}$, with the local field

$$F_i=\sum_jJ_{ij}\sigma_{zj}.$$

The factor $\tfrac12$ has gone because site $i$ occurs once as the first and once as the second index. Since $J_{ii}=0$, $F_i$ commutes with every operator of site $i$. For the three components this gives

$$\hbar\dot\sigma_{xi}=-iF_i[\sigma_{zi},\sigma_{xi}]=-iF_i(2i\sigma_{yi})=2F_i\sigma_{yi},$$

$$\hbar\dot\sigma_{yi}=-i\Omega(2i\sigma_{zi})-iF_i(-2i\sigma_{xi})=2\Omega\sigma_{zi}-2F_i\sigma_{xi},$$

$$\hbar\dot\sigma_{zi}=-i\Omega[\sigma_{xi},\sigma_{zi}]=-i\Omega(-2i\sigma_{yi})=-2\Omega\sigma_{yi}.$$

These equations are exact, but they do not close. The average of $F_i\sigma_{xi}$ contains the pair averages $\langle\sigma_{zj}\sigma_{xi}\rangle$, whose equations contain averages over three sites, and so on. Mean-field theory closes them by the replacement

$$\langle\sigma_{zj}\sigma_{xi}\rangle\to\langle\sigma_{zj}\rangle\langle\sigma_{xi}\rangle,\qquad \langle\sigma_{zj}\sigma_{yi}\rangle\to\langle\sigma_{zj}\rangle\langle\sigma_{yi}\rangle .$$

Each dipole then feels the average field of the others and not its fluctuations. The thermal state used below neglects the same fluctuations. Apart from the restriction to small displacements, nothing else is approximated; the linearized form of the theory is called the random-phase approximation. Let $s_{xi}$, $s_{yi}$ and $s_{zi}$ be the averages of the three operators, and from here on let $F_i=\sum_jJ_{ij}s_{zj}$ be a number. Then

$$\hbar\dot s_{xi}=2F_is_{yi},\qquad \hbar\dot s_{yi}=2\Omega s_{zi}-2F_is_{xi},\qquad \hbar\dot s_{zi}=-2\Omega s_{yi}.$$

The equilibrium state is needed next. In a uniform state with $F=Js_z$, each dipole has the Hamiltonian $-\Omega\sigma_x-F\sigma_z$, with levels $\mp R$ and $R=\sqrt{\Omega^2+F^2}$. In the lower level the vector of averages has unit length and points along $(\Omega,0,F)/R$; in the upper level it points the opposite way. The Boltzmann weights give the difference of populations

$$\frac{e^{R/kT}-e^{-R/kT}}{e^{R/kT}+e^{-R/kT}}=\tanh\frac{R}{kT},$$

and so

$$s_x=\frac{\Omega}{R}\tanh\frac{R}{kT},\qquad s_y=0,\qquad s_z=\frac{F}{R}\tanh\frac{R}{kT}.$$

The paraelectric state has $s_z=0$, hence $F=0$ and $R=\Omega$. What remains is

$$s_x=m\equiv\tanh\frac{\Omega}{kT}.$$

This number is the excess population of the lower tunnelling level. It is the sole place where temperature enters the mode.

Now displace the dipoles slightly from this state. The quantities $s_{yi}$, $s_{zi}$ and $F_i$ are of first order in the displacement. The product $F_is_{yi}$ is then of second order, so $s_{xi}$ keeps its value $m$ to first order. For a wave $s_{zi}=s_z(t)\,e^{i\mathbf q\cdot\mathbf R_i}$, and likewise for $s_{yi}$, the local field is

$$F_i=\sum_jJ_{ij}\,s_z\,e^{i\mathbf q\cdot\mathbf R_j}=J_q\,s_z\,e^{i\mathbf q\cdot\mathbf R_i}.$$

The common phase factor cancels, which leaves

$$\hbar\dot s_y=2(\Omega-J_qm)\,s_z,\qquad \hbar\dot s_z=-2\Omega\,s_y .$$

Differentiate the second equation and insert the first:

$$\hbar^2\ddot s_z=-2\Omega\,\hbar\dot s_y=-4\Omega(\Omega-J_qm)\,s_z .$$

This is a harmonic oscillator. With $s_z\propto e^{-i\omega t}$ and mode energy $\epsilon_q=\hbar\omega_q$,

$$\boxed{\;\epsilon_q^2=4\Omega\left[\Omega-J_q\tanh\frac{\Omega}{kT}\right]\;}$$

The largest $J_q$ gives the lowest energy, so the soft mode is the uniform one, with

$$\epsilon^2=4\Omega\left[\Omega-J\tanh\frac{\Omega}{kT}\right].$$

The symbol $\epsilon$ without an index means this mode. The factors belong to Pauli operators. With spin-½ operators $S=\sigma/2$ and $H=-\Gamma\sum S_x-\frac12\sum K_{ij}S_zS_z$, one has $\Gamma=2\Omega$ and $K=4J$, and the same law reads $\epsilon^2=\Gamma[\Gamma-\frac12K\tanh(\Gamma/2kT)]$.

At 150 K the thermal energy is $kT=12.926$ meV, so $\Omega/kT=0.7736$ and $m=0.6490$. Then $Jm=8.762$ meV, and

$$\epsilon^2=4(10)(10-8.762)=49.5\ \text{meV}^2,\qquad \epsilon=7.04\ \text{meV}.$$

This corresponds to 56.8 cm⁻¹ or 1.70 THz. The linearization was tested by following the full nonlinear mean-field motion from a starting value $s_z=10^{-3}$; its period gives 7.0370 meV, the same as the formula to the digits shown. The dependence on $q$ was tested on a ring of ten sites with couplings $0.3J$ to each nearest and $0.2J$ to each second neighbour. All ten frequencies of the numerically linearized equations agree with the formula within $3\times10^{-4}$ meV, the tolerance of the test.

A second road to the result shows what softens. Let a weak external field add $-f(t)\sigma_z$ to the Hamiltonian of a single uncoupled dipole. The equations of motion above hold with $F=f$, and to first order

$$\hbar\dot s_y=2\Omega s_z-2mf,\quad\hbar\dot s_z=-2\Omega s_y\quad\Rightarrow\quad \hbar^2\ddot s_z=-4\Omega^2s_z+4\Omega mf .$$

For a field of frequency $\omega$ the ratio $s_z/f$ is the susceptibility of one dipole,

$$\chi_0(\omega)=\frac{4\Omega m}{4\Omega^2-(\hbar\omega)^2}.$$

In the crystal each dipole feels $f+J_qs_z$ in place of $f$. Hence $s_z=\chi_0(f+J_qs_z)$, and

$$\chi=\frac{\chi_0}{1-J_q\chi_0}=\frac{4\Omega m}{4\Omega^2-(\hbar\omega)^2-4\Omega mJ_q}=\frac{4\Omega m}{\epsilon_q^2-(\hbar\omega)^2}.$$

The response diverges at the mode energy found before. Its static value for $q=0$ is

$$\chi(0)=\frac{4\Omega m}{\epsilon^2}=\frac{m}{\Omega-Jm},$$

which is 0.524 meV⁻¹ at 150 K. Thermal equilibrium in a constant field gives the same value: to first order $R=\Omega$, so $s_z=(f+Js_z)m/\Omega$, and solving for $s_z$ gives $fm/(\Omega-Jm)$. The numerical self-consistent solution in a small field confirms it.

The square of the mode energy can therefore be written as a product,

$$\epsilon^2=4\Omega m\times\left(\frac{\Omega}{m}-J\right).$$

The second factor is $1/\chi(0)$, the stiffness against polarization. The first is an inverse inertia, which says how readily the dipoles follow a force. Cooling from 300 K to 150 K raises $m$ from 0.3686 to 0.6490. The first factor then grows from 14.7 to 26.0 meV, while the second falls from 13.6 to 1.9 meV. The softening lies wholly in the stiffness, and the inertia works against it. In physical terms, a dipole with equally populated levels has no net response, because the two levels polarize in opposite directions. Cooling increases the population difference, each dipole polarizes more easily, and the mutual field $Js_z$ comes closer to sustaining a polarization by itself.

It succeeds when $\epsilon=0$, which defines the transition temperature:

$$\tanh\frac{\Omega}{kT_c}=\frac{\Omega}{J}.$$

A solution requires $\Omega<J$. It remains to show that an ordered state appears at this same temperature. For $s_z\neq0$, put $F=Js_z$ into the equilibrium equation for $s_z$ and divide by $s_z$:

$$\frac{\tanh(R/kT)}{R}=\frac1J,\qquad R>\Omega .$$

The function $\tanh(x)/x$ falls steadily for $x>0$, since its derivative is $(2x-\sinh2x)/(2x^2\cosh^2x)$ and $\sinh2x>2x$. A solution with $R>\Omega$ thus exists if and only if $\tanh(\Omega/kT)/\Omega>1/J$, that is, below $T_c$. As $T\to T_c$ the solution tends to $R=\Omega$, so the polarization starts from zero. In the example the self-consistent $\langle\sigma_z\rangle$ is 0.173 at $0.98\,T_c$ and vanishes to rounding error at $1.02\,T_c$. Below $T_c$ the formula gives $\epsilon^2<0$: a small displacement from the unpolarized state grows, and the oscillations of the ordered state need a new linearization about $s_z\ne0$.

The law near $T_c$ follows from the derivative

$$\frac{d\epsilon^2}{dT}=-4\Omega J\,\frac{1}{\cosh^2(\Omega/kT)}\left(-\frac{\Omega}{kT^2}\right)=\frac{4\Omega^2J(1-m^2)}{kT^2}.$$

At $T_c$, $m=\Omega/J$, so to first order

$$\epsilon^2\simeq\frac{4\Omega^2J}{kT_c^2}\left(1-\frac{\Omega^2}{J^2}\right)(T-T_c).$$

The slope is 1.904 meV²/K. At 125 K, 3.1 K above the transition, the line gives 5.9 meV², as does the full formula. At 150 K it gives 53.5 meV², 8% above the full value, and at 300 K it is far too high, because $\epsilon$ must level off. At high temperature $m\simeq\Omega/kT$, so $\epsilon^2\simeq4\Omega^2(1-J/kT)$, which tends to the bare value $4\Omega^2$.

Two limits in $\Omega$ complete the picture. For $\Omega\to0$ the condition for $T_c$ becomes $kT_c=J$, while $\epsilon$ vanishes at every temperature above it: without tunnelling $\sigma_z$ is conserved and the polarization cannot oscillate. For $\Omega>J$ there is no transition. As $T\to0$, $m\to1$, and the mode keeps the finite energy $2\sqrt{\Omega(\Omega-J)}$. Tunnelling then prevents order even in the ground state.

## Where the law is exact, and what moves it

The first half treated dipoles with tunnelling amplitude $\Omega$ and couplings $J_{ij}$, whose sum over neighbours is $J$ and whose Fourier sum is $J_q$. With $m=\tanh(\Omega/kT)$, the mean-field mode energy obeys $\epsilon_q^2=4\Omega(\Omega-J_qm)$, and for $q=0$ the static susceptibility is $\chi(0)=4\Omega m/\epsilon^2$. The example has $\Omega=10$ meV, $J=13.5$ meV and $T_c=121.9$ K; at 150 K, $m=0.6490$ and $\epsilon=7.04$ meV. The exact equations of motion are those of the first half with the operator $F_i=\sum_jJ_{ij}\sigma_{zj}$ as local field.

The derivation neglected the fluctuations of $F_i$. They become small if each dipole is coupled weakly to very many others. The extreme case is $J_{ij}=J/N$ for all pairs among $N$ dipoles. Let

$$A=\frac{1}{\sqrt N}\sum_i\sigma_{zi},\qquad S=\langle A^2\rangle .$$

Apart from a self-term of order $1/N$, the local field is $JA/\sqrt N$. Its mean square is $J^2S/N$, which vanishes for large $N$ as long as $S$ stays finite, that is, above $T_c$. Whether the whole spectrum then shrinks to one line can be examined through its moments.

Let $a$, $b$ label the exact eigenstates of $H$, with energies $E_a$ and Boltzmann probabilities $p_a$. A weak perturbation $-fA\,e^{-i\omega t}$ changes the density matrix by $\rho'$, and to first order

$$\hbar\omega\,\rho'_{ab}=(E_a-E_b)\rho'_{ab}-f A_{ab}(p_b-p_a).$$

Solve for $\rho'_{ab}$, form $\sum_{ab}\rho'_{ab}A_{ba}$, and exchange the names $a$ and $b$ in the sum. The susceptibility is

$$\chi(\omega)=\sum_{ab}\frac{(p_a-p_b)|A_{ab}|^2}{E_b-E_a-\hbar\omega}.$$

Define the moments

$$M_n=\sum_{ab}(p_a-p_b)(E_b-E_a)^n|A_{ab}|^2 .$$

For odd $n$ no term is negative, because the lower state has the larger probability. $M_{-1}$ is the static susceptibility; terms with equal energies are taken as the limit $E_b\to E_a$, which is their value in thermal equilibrium. The ratios $M_1/M_{-1}$ and $M_3/M_1$ are two averages of the squared excitation energy. With the terms of $M_{-1}$ as weights, the variance of $(E_b-E_a)^2$ is

$$\frac{M_3}{M_{-1}}-\left(\frac{M_1}{M_{-1}}\right)^2=\frac{M_1}{M_{-1}}\left(\frac{M_3}{M_1}-\frac{M_1}{M_{-1}}\right).$$

The two ratios are thus equal if and only if all the weight sits at one energy.

The first moment is a double commutator. Since $[H,A]_{ab}=(E_a-E_b)A_{ab}$,

the first moment $M_1$ equals the double commutator $\langle[A,[H,A]]\rangle$. The mean-field law for the soft mode is now derived, along with a moment test for whether the spectrum is a single line; it remains to evaluate the moments for many equally coupled dipoles and to estimate the effects that the law leaves out.

Numerical values quoted here were computed with a short program.
